\section*{Leading nuclear-polarizability shift of muonic S levels, with muonic deuterium 2S}

\section{Result and conventions}

A muon bound to a nucleus in an $nS$ state can excite the nucleus virtually. To leading order this shifts the level by
\begin{equation}
\delta E=-\frac{4\pi\alpha^2}{3}\,\phi^2(0)\sum_{N\neq0}|\langle N|\mathbf d|0\rangle|^2\sqrt{\frac{2m_r}{\omega_N}} .
\label{main}
\end{equation}
Here $m_r$ is the muon--nucleus reduced mass, $\omega_N=E_N-E_0$ is a nuclear excitation energy, and $\mathbf d=\sum_a\mathbf R_a$ is the sum of the proton positions measured from the nuclear centre of mass, that is, the dipole operator divided by $e$. The sum includes an integral over continuum states. The contact density is $\phi^2(0)=(Z\alpha m_r)^3/(\pi n^3)$. For the $2S$ state of muonic deuterium, a simple deuteron model gives $\delta E\approx-1.91$ meV.

Units are $\hbar=c=1$ with $e^2=4\pi\alpha$, since nuclear energies make Hartree units unnatural. The muon is nonrelativistic and interacts through the instantaneous Coulomb force. With
\begin{equation}
q=\sqrt{2m_r\omega},\qquad a=\frac{1}{Z\alpha m_r},
\end{equation}
the formula needs the ordering (nuclear size) $\ll1/q\ll a$. Each inequality is examined below.

\section{Simple case: one excitation energy, free virtual muon}

\subsection{The perturbation}

In the rest frame of the atom the muon and the nucleus have opposite momenta $\pm\mathbf p$. Their kinetic energies add to $p^2/2m_r$, conjugate to the vector $\mathbf r$ from the nuclear centre of mass to the muon. The attraction to the protons, less that of a point nucleus, is
\begin{equation}
\delta V=-\alpha\sum_a\left(\frac1{|\mathbf r-\mathbf R_a|}-\frac1r\right)
=-\alpha\,\frac{\mathbf d\cdot\mathbf r}{r^3}+\cdots,
\label{dipole}
\end{equation}
because $1/|\mathbf r-\mathbf R|=1/r+\mathbf R\cdot\mathbf r/r^3+\cdots$ for $R<r$. The region $r<R$ is dealt with in Section 4.

Suppose first that all dipole strength sits at one energy $\omega$. In second-order perturbation theory the energy denominator is
\begin{equation}
E_0+E_n-(E_N+H_\mu)=-(H_\mu-E_n+\omega),
\end{equation}
where $H_\mu$ is the muon's Coulomb Hamiltonian and $E_n$ its level. Parity removes the nuclear ground state from the dipole sum, so
\begin{equation}
\delta E=-\alpha^2\sum_N\langle0|d_i|N\rangle\langle N|d_j|0\rangle\,T_{ij},\quad
T_{ij}=\Big\langle\phi\Big|\frac{r_i}{r^3}\frac1{H_\mu-E_n+\omega}\frac{r_j}{r^3}\Big|\phi\Big\rangle .
\label{second}
\end{equation}
The state $\phi$ and the operator $H_\mu$ are rotationally invariant. Hence $T_{ij}=\delta_{ij}T/3$ with $T=T_{ii}$. This is the origin of the factor $1/3$, and it requires no assumption about the nuclear spin.

A virtual muon with energy deficit $\omega$ propagates over a distance of order $1/q$. If $1/q\ll a$, the wave function there is $\phi(0)$, and $H_\mu-E_n$ may be replaced by $p^2/2m_r$.

\subsection{The trace in momentum space}

The transform of $1/r$ is $4\pi/p^2$. Since $\mathbf r/r^3=-\nabla(1/r)$ and $\nabla\to i\mathbf p$,
\begin{equation}
\int d^3r\,e^{-i\mathbf p\cdot\mathbf r}\frac{\mathbf r}{r^3}=-\frac{4\pi i\,\mathbf p}{p^2},
\qquad
\left|\frac{4\pi\mathbf p}{p^2}\right|^2=\frac{16\pi^2}{p^2}.
\end{equation}
The factor $p^{-2}$ cancels the $p^2$ of the volume element:
\begin{align}
T&=\phi^2(0)\int\frac{d^3p}{(2\pi)^3}\frac{16\pi^2}{p^2}\frac1{\omega+p^2/2m_r}
=8\phi^2(0)\int_0^\infty\frac{dp}{\omega+p^2/2m_r}\nonumber\\
&=8\phi^2(0)\,2m_r\,\frac{\pi}{2q}
=4\pi\phi^2(0)\sqrt{\frac{2m_r}{\omega}} .
\label{trace}
\end{align}
The last step uses $2m_r/q=\sqrt{2m_r/\omega}$. Inserting $T_{ij}=\delta_{ij}T/3$ in (\ref{second}) gives
\begin{equation}
\delta E=-\frac{4\pi\alpha^2}{3}\phi^2(0)\,\langle0|\mathbf d^2|0\rangle\sqrt{\frac{2m_r}{\omega}},
\end{equation}
where closure was available because all excitations share one energy.

\subsection{Test in coordinate space}

The response to the source $\hat{\mathbf r}/r^2$ has the form $\hat{\mathbf r}f(r)$, with
\begin{equation}
-\frac1{2m_r}\left(f''+\frac2rf'-\frac2{r^2}f\right)+\omega f=\frac1{r^2}.
\end{equation}
The bracket vanishes for $f\propto r^{-2}$, so $1/(\omega r^2)$ is a particular solution. The decaying homogeneous solution is $(1+qr)e^{-qr}/r^2$. Its coefficient must remove the $r^{-2}$ singularity at the origin:
\begin{equation}
f(r)=\frac{1-(1+qr)e^{-qr}}{\omega r^2},\qquad f(0)=\frac{q^2}{2\omega}=m_r .
\end{equation}
With $x=qr$,
\begin{align}
\frac T{\phi^2(0)}&=4\pi\int_0^\infty dr\,r^2\,\frac1{r^2}f
=\frac{4\pi q}{\omega}\int_0^\infty dx\,\frac{1-(1+x)e^{-x}}{x^2}\nonumber\\
&=\frac{4\pi q}{\omega}\left[-\frac{1-e^{-x}}x\right]_0^\infty=\frac{4\pi q}{\omega}.
\end{align}
As $q/\omega=\sqrt{2m_r/\omega}$, this is (\ref{trace}) again. A numerical solution of the radial equation at three values of $\omega$ agrees with a relative error of at most $10^{-6}$.

For $r\gg1/q$ the response is the static one, $1/(\omega r^2)$, which produces an attractive potential proportional to $-1/(\omega r^4)$. In an $S$ state its expectation value contains $\int dr/r^2$ and diverges at the origin. The muon's own kinetic energy cuts the integral off at $r\sim1/q$, turning $1/\omega$ into $q/\omega\propto\omega^{-1/2}$. For orbital angular momentum $l\geq1$ the density behaves as $r^{2l}$, the static integral converges at the origin, and the contact formula does not describe the shift.

\section{General nucleus}

Equation (\ref{second}) is a sum over nuclear states, and each state enters with its own denominator. Replacing $\omega$ by $\omega_N$ in (\ref{trace}) therefore gives (\ref{main}) term by term. Closure can no longer be used, because the square root weights low excitations more strongly. A mean energy $\bar\omega$ may be defined by
\begin{equation}
\sum_N|\langle N|\mathbf d|0\rangle|^2\sqrt{\frac{2m_r}{\omega_N}}
=\langle\mathbf d^2\rangle\sqrt{\frac{2m_r}{\bar\omega}},
\label{mean}
\end{equation}
which recovers the simple case when all $\omega_N$ coincide.

At fixed nuclear input the shift scales as $Z^3\alpha^5m_r^{7/2}/n^3$. This scaling cannot be carried over to an electron. The virtual lepton has momentum $q$, and $q\ll m_r$ requires $2\omega\ll m_r$, which fails for an electron and MeV excitations.

\section{Finite nuclear size: the dipole limit}

For one proton at $\mathbf R$ the full Coulomb interaction can be kept. With constant $\phi$ and a free virtual muon, the dipole vertex is replaced by $(4\pi/p^2)\langle N|e^{-i\mathbf p\cdot\mathbf R}|0\rangle$. Its square contains two nuclear coordinates, $\mathbf R$ and $\mathbf R'$, through $e^{-i\mathbf p\cdot(\mathbf R-\mathbf R')}$. Since $\langle N|0\rangle=0$, unity may be subtracted from this exponential. With $\rho=|\mathbf R-\mathbf R'|$ the kernel multiplying $-\alpha^2\phi^2(0)$ is
\begin{align}
J(\rho)&=\int\frac{d^3p}{(2\pi)^3}\frac{16\pi^2}{p^4}\frac{e^{-i\mathbf p\cdot(\mathbf R-\mathbf R')}-1}{\omega+p^2/2m_r}\nonumber\\
&=16m_r\int_0^\infty dp\,\frac{\sin(p\rho)/(p\rho)-1}{p^2(p^2+q^2)} .
\end{align}
Two steps give this integral. First,
\begin{equation}
\frac1{p^2(p^2+q^2)}=\frac1{q^2}\left(\frac1{p^2}-\frac1{p^2+q^2}\right).
\end{equation}
Second, $\sin(p\rho)/(p\rho)$ is the average of $\cos(ps)$ over $0<s<\rho$, and
\begin{equation}
\int_0^\infty\!dp\,\frac{\cos ps-1}{p^2}=-\frac{\pi s}2,\qquad
\int_0^\infty\!dp\,\frac{\cos ps}{p^2+q^2}=\frac{\pi e^{-qs}}{2q}.
\end{equation}
Averaging over $s$ and writing $x=q\rho$,
\begin{align}
J&=\frac{16m_r}{q^2}\left[-\frac{\pi\rho}4-\frac{\pi}{2q}\frac{1-e^{-x}}x+\frac\pi{2q}\right]
=\frac{8\pi m_r}{q^3}\left[1-\frac x2-\frac{1-e^{-x}}x\right]\nonumber\\
&=-\frac{4\pi m_r}{3q}\rho^2\left(1-\frac x4+\frac{x^2}{20}-\cdots\right).
\end{align}
In $\rho^2=R^2+R'^2-2\mathbf R\cdot\mathbf R'$ the first two terms vanish by orthogonality, as each depends on one coordinate only. The third leaves
\begin{equation}
J\to\frac{8\pi m_r}{3q}\,\mathbf R\cdot\mathbf R'=\frac{4\pi}3\sqrt{\frac{2m_r}\omega}\,\mathbf R\cdot\mathbf R',
\end{equation}
which reproduces (\ref{main}), including its sign. The region $r<R$ thus does not alter the leading term.

Numerical integration of the full kernel, divided by its quadratic term, gives $0.987624$ at $x=0.05$ and $0.9293$ at $x=0.30$. The bracket through $x^2$ gives $0.987625$ and $0.9295$.

The next term of $J$ is $+\pi m_r\rho^3/3$, independent of $\omega$. Its sum over excited states follows from closure: the complete sum sets $\mathbf R=\mathbf R'$, where $\rho^3=0$, and the ground-state term must be subtracted. The resulting energy is
\begin{equation}
\delta E_{(3)}=+\frac{\pi}{3}\alpha^2m_r\phi^2(0)\int d^3R\,d^3R'\,|\psi_0(\mathbf R)|^2|\psi_0(\mathbf R')|^2\,|\mathbf R-\mathbf R'|^3 ,
\end{equation}
where $\psi_0$ is the nuclear ground state. This positive term is not part of the numbers below. It does not survive in the total level shift for a point proton. The elastic finite-size shift, in which the nucleus stays in its ground state, contains the same $\rho^3$ term with the opposite sign, because the $\rho^3$ kernel is independent of $\omega$ and its sum over all nuclear states, ground state included, vanishes.

\section{The Coulomb field acting on the muon}

The other inequality, $1/q\ll a$, is tested by restoring the Coulomb field. Take $Z=1$ and $E_\mu=m_r\alpha^2$, so that $qa=\sqrt{2\omega/E_\mu}$. Near the nucleus an $S$ state has the cusp $\phi(r)\approx\phi(0)(1-r/a)$. For $1/q\ll r\ll a$ the response is nearly static, and the cusp changes the trace by
\begin{equation}
\delta T\approx\frac{4\pi\phi^2(0)}\omega\int_{1/q}^{a}\frac{dr}{r^2}\left(-\frac{2r}a\right)
=-\frac{8\pi\phi^2(0)}{\omega a}\ln(qa).
\end{equation}
The limits are fixed only in order of magnitude, so a constant accompanying the logarithm is undetermined. Motion of the muon adds no second logarithm. Because $\hat{\mathbf r}/r^2$ is harmonic away from the origin and $(H_\mu-E_n)\phi=0$,
\begin{equation}
(H_\mu-E_n)\frac{\hat{\mathbf r}}{r^2}\phi=\frac{2\phi'}{m_rr^3}\hat{\mathbf r}.
\end{equation}
The first correction to the static response then contributes an integral over $dr/r^3$, which comes from $r\sim1/q$ and affects the constant. Dividing $\delta T$ by $T=4\pi\phi^2(0)q/\omega$,
\begin{equation}
\frac{\delta T}T\approx-\frac{2\ln(qa)}{qa}
=-\frac{\ln(2\omega/E_\mu)}{\sqrt{2\omega/E_\mu}} .
\label{log}
\end{equation}

The radial equation with the full Coulomb field was solved for $1S$ and $2S$. Let $g$ be the relative reduction of the trace. According to (\ref{log}), $g\sqrt{2\omega/E_\mu}$ should grow with $\ln\omega$ at unit slope. Between $\omega/E_\mu=10^5$ and $10^7$ the slopes are $0.997$ for both $1S$ and $2S$ (the fourth decimal printed in the output carries a grid error of about $4\times10^{-4}$). For $2S$ the ratio of full to leading response is $0.864$, $0.976$ and $0.997$ at $\omega/E_\mu=10^3$, $10^5$ and $10^7$. The limit is reached slowly. At $10^3$ the logarithm alone would give a reduction of $0.170$, against the computed $0.136$, so the constant matters at nuclear energies.

\section{A deuteron model}

\subsection{Bound state}

Let $r$ now denote the proton--neutron distance, $\mu$ their reduced mass and $B$ the binding energy, with $\kappa=\sqrt{2\mu B}$. The proton lies at $\mathbf R=s\mathbf r$, $s=m_n/(m_n+m_p)$, and $\mathbf d=\mathbf R$. Take a separable force that acts in the $S$ wave alone:
\begin{equation}
-u''-\Lambda e^{-\beta r}\int_0^\infty dr'\,e^{-\beta r'}u(r')=-\kappa^2u .
\end{equation}
The trial function $u=\mathcal N(e^{-\kappa r}-e^{-\beta r})$ satisfies
\begin{equation}
u''-\kappa^2u=-\mathcal N(\beta^2-\kappa^2)e^{-\beta r},\qquad
\int_0^\infty e^{-\beta r}u\,dr=\frac{\mathcal N(\beta-\kappa)}{2\beta(\beta+\kappa)},
\end{equation}
so it is the bound state if $\Lambda=2\beta(\beta+\kappa)^2$. Elementary integrals give
\begin{align}
\mathcal N^2&=\frac{2\kappa\beta(\kappa+\beta)}{(\beta-\kappa)^2},\\
\langle r^2\rangle&=\mathcal N^2\left[\frac2{(2\kappa)^3}-\frac4{(\kappa+\beta)^3}+\frac2{(2\beta)^3}\right].
\label{radius}
\end{align}

\subsection{Dipole strength}

The dipole operator leads from the $S$ wave to $P$ waves, which are free in this model. Their radial functions, normalized to $\delta(k-k')$, are $\sqrt{2/\pi}\,kr\,j_1(kr)$ with $kr\,j_1(kr)=\sin(kr)/(kr)-\cos kr$. For one exponential,
\begin{equation}
\int_0^\infty dr\,re^{-br}\,kr\,j_1(kr)=\frac1{b^2+k^2}-\frac{b^2-k^2}{(b^2+k^2)^2}=\frac{2k^2}{(b^2+k^2)^2}.
\end{equation}
The angular factors sum to one over the three components of $\hat{\mathbf r}$. The strength per unit $k$ is therefore
\begin{equation}
\frac{dS}{dk}=\frac{2s^2\mathcal N^2}{\pi}\left[\frac{2k^2}{(k^2+\kappa^2)^2}-\frac{2k^2}{(k^2+\beta^2)^2}\right]^2,\qquad \omega=\frac{k^2+\kappa^2}{2\mu}.
\end{equation}

\subsection{Zero-range limit}

The sum in (\ref{main}) is here the weighted dipole strength $W=\int_0^\infty dk\,(dS/dk)\sqrt{2m_r/\omega}$. Let $W_0$ be its zero-range limit. For $\beta\to\infty$, $\mathcal N^2\to2\kappa$ and the second term drops out. With $\sqrt{2m_r/\omega}=2\sqrt{m_r\mu}/\sqrt{k^2+\kappa^2}$ and $k=\kappa\tan\theta$,
\begin{align}
W_0&=\frac{32s^2\kappa\sqrt{m_r\mu}}\pi\int_0^\infty\frac{k^4\,dk}{(k^2+\kappa^2)^{9/2}}\nonumber\\
&=\frac{32s^2\sqrt{m_r\mu}}{\pi\kappa^3}\int_0^{\pi/2}\sin^4\theta\cos^3\theta\,d\theta
=\frac{64\,s^2\sqrt{m_r\mu}}{35\pi\kappa^3},
\end{align}
since the angular integral is $1/5-1/7=2/35$. An explicit sum over the discrete $P$ states of a box agrees with this closed form, and with the finite-$\beta$ integral, to the five decimals printed. Diagonalizing the $S$-wave force in the same box gives $2.206$ MeV instead of $2.225$ MeV, with a state overlap of $0.999998$. The $0.8\%$ energy difference is a grid error: it falls by a factor of about four each time the step is halved.

\section{Muonic deuterium 2S}

The particle masses give $B=2.2246$ MeV and $\kappa=0.2316$ fm$^{-1}$. The second parameter is fixed by the charge radii $r_d=2.1278$ fm and $r_p=0.8407$ fm. Folding the proton's charge distribution with its position adds mean squares, so
\begin{equation}
\langle R^2\rangle=s^2\langle r^2\rangle\approx r_d^2-r_p^2=3.82\ \mathrm{fm}^2 .
\end{equation}
Equation (\ref{radius}) then requires $\beta=1.336$ fm$^{-1}$. The neutron's charge radius and the relativistic radius term are left out here.

With $m_r=100.0238$ MeV the contact density is
\begin{equation}
\phi^2(0)=\frac{(0.00729735\times100.0238)^3}{8\pi}=0.015473\ \mathrm{MeV}^3 .
\end{equation}
The weighted dipole strength is $5.542\times10^{-4}$ MeV$^{-2}$. Since $1$ MeV $=10^9$ meV,
\begin{align}
\delta E&=-\frac{4\pi}3(0.00729735)^2(0.015473)(5.542\times10^{-4})\ \mathrm{MeV}\nonumber\\
&=-1.91\times10^{-9}\ \mathrm{MeV}=-1.91\ \mathrm{meV}.
\end{align}

The zero-range limit gives $-1.14$ meV. Finite range raises the tail normalization by $\mathcal N^2/2\kappa=1.717$, which alone would give $-1.96$ meV. The subtracted exponential reduces the magnitude to $1.91$ meV. The shift thus comes mainly from the outer part of the deuteron, and the normalization of that tail is essential.

Changing $\langle R^2\rangle$ by $-0.1$ or $+0.1$ fm$^2$, roughly the scale of the omitted radius terms, gives $-1.86$ or $-1.97$ meV. The omitted terms have a definite net sign: the neutron's charge radius adds about $0.116$ fm$^2$ and the relativistic term removes about $0.033$ fm$^2$, and including both moves the model value to $-1.96$ meV. Fitting $\beta$ instead to the empirical $S$-wave tail normalization, $\mathcal N\approx0.885$ fm$^{-1/2}$, gives $-1.89$ meV. The second decimal is therefore a property of the model inputs. The deuteron's $D$ wave and nuclear forces in the $P$ waves are also absent, and their effect is not estimated.

The mean energy (\ref{mean}) is $\bar\omega=6.27$ MeV. The corresponding lengths are $1/q=5.57$ fm and $a=270$ fm, so the atomic separation is wide. The nuclear one is moderate: $q\langle R^2\rangle^{1/2}=0.35$. The muon is only moderately nonrelativistic, with $q/m_r=\sqrt{2\bar\omega/m_r}=0.35$. Higher multipoles and relativistic corrections are needed for a precise prediction.

Using the full Coulomb response at every nuclear energy changes the shift to $-1.65$ meV, a correction of $+0.26$ meV or $14\%$ of the leading magnitude. This is still a nonrelativistic dipole result. It omits the finite-size term $\delta E_{(3)}$ of Section 4, which is about $+0.35$ meV for this deuteron wave function. That is larger than the Coulomb correction, but it cancels against the elastic finite-size term of the same order, about $-0.35$ meV, in the total level shift. It also omits magnetic excitation, higher multipoles and the internal polarizability of the nucleons, so neither value is the complete polarizability shift. The numerical output lists the inputs and checks.

\section*{Values computed for the example and the checks}
\begin{verbatim}
fine-structure constant           0.00729735
muon-deuteron reduced mass        100.0238 MeV
proton-neutron reduced mass       469.4592 MeV
deuteron binding energy           2.2246 MeV
deuteron charge radius            2.1278 fm
proton charge radius              0.8407 fm
squared structure radius          3.8206 fm^2
proton share m_n/(m_n+m_p)         0.50034
kappa                             0.23161 fm^-1
beta                              1.3363 fm^-1
norm factor N^2/(2 kappa)         1.7169
2S contact density                0.015473 MeV^3
muonic atomic energy m_r alpha^2  5.3264 keV
muonic Bohr radius                270.34 fm
total dipole strength             3.8206 fm^2
weighted dipole strength          5.54217e-04 MeV^-2
mean excitation energy            6.270 MeV
virtual muon length 1/q           5.572 fm
q times rms dipole length         0.3508
prefactor times MeV^-2            -3451.3181 meV
LEADING 2S SHIFT                  -1.9128 meV
leading shift, zero range         -1.1416 meV
shift, squared radius -0.1 fm^2   -1.8577 meV
shift, squared radius +0.1 fm^2   -1.9684 meV
shift, full Coulomb response      -1.6540 meV
Coulomb correction                +0.2588 meV
free response, largest rel. error 9.9e-07
Coulomb log slope, 1S and 2S      0.9975 0.9979
2S full/leading, omega=1e+03 a.u. 0.86389
2S full/leading, omega=1e+05 a.u. 0.97634
2S full/leading, omega=1e+07 a.u. 0.99661
full kernel/dipole at q rho=0.05   0.987624
full kernel/dipole at q rho=0.30   0.929284
box binding energy                2.2057 MeV
box/model bound-state overlap     0.999998
box/continuum weighted strength   1.00000
box/closed form, zero range       1.00000
\end{verbatim}
